# Direct ring diagrams, the RPA plasmon formula and direct MP2: test program

```python
# Result under test: the sum of all direct ring diagrams (order 2 and up) is
#   E_ring = 1/2 [ sum(Omega) - trace(A) ],   A = Delta + K,  B = K,
# and its second-order term is the direct part of MP2.
# Delta: diagonal matrix of orbital gaps e_a - e_i; K: integrals (ia|jb) over
# real spin orbitals, no exchange; Omega: positive roots of [[A,B],[-B,-A]].
# P(w) = 2 Delta/(Delta^2 + w^2) is one particle-hole bubble at imaginary
# frequency w. Hartree atomic units unless a printed label says otherwise.
import math
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from pyscf import gto, scf, mp, ao2mo

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


# ---------- counting of rings by explicit enumeration ----------
def pairings(ends):
    if not ends:
        yield {}
        return
    first = ends[0]
    for pos in range(1, len(ends)):
        other = ends[pos]
        for rest in pairings(ends[1:pos] + ends[pos + 1:]):
            joined = dict(rest)
            joined[first] = other
            joined[other] = first
            yield joined


def count_rings(n_lines):
    # ends 2k and 2k+1 belong to interaction line k; bubbles join ends
    total = 0
    for partner in pairings(list(range(2 * n_lines))):
        end, visited = 0, 0
        while True:
            end = partner[end] ^ 1
            visited += 1
            if end == 0:
                break
        total += visited == n_lines
    return total


print("Ring counting: lines, number of rings, weight")
for n in range(2, 6):
    rings = count_rings(n)
    weight = rings / (math.factorial(n) * 2**n)
    assert abs(weight - 1 / (2 * n)) < 1e-14
    print(f"  {n}  {rings}  {weight:.6f}")


# ---------- exact fermion model in which rings dominate ----------
def collective_energy(n_pairs, gap, g):
    # one electron per two-level pair, coupling g/n_pairs between pairs;
    # the self terms of the squared operator, g/2 in all, are removed
    spin = n_pairs / 2
    m = np.arange(n_pairs + 1) - spin
    raising = np.sqrt(spin * (spin + 1) - m[:-1] * (m[:-1] + 1))
    jx = 0.5 * (np.diag(raising, 1) + np.diag(raising, -1))
    ham = np.diag(gap * (m + spin)) + 2 * g / n_pairs * jx @ jx
    return eigh(ham, eigvals_only=True, subset_by_index=[0, 0])[0] - g / 2


def fock_space_energy(n_pairs, gap, g):
    # the same model from fermion operators; modes 2k lower, 2k+1 upper
    n_modes = 2 * n_pairs
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    ann = []
    for p in range(n_modes):
        op = np.eye(1)
        for q in range(n_modes):
            op = np.kron(op, sign if q < p else lower if q == p else np.eye(2))
        ann.append(op)
    ham = sum(gap * ann[2 * k + 1].T @ ann[2 * k + 1] for k in range(n_pairs))
    moves = [(2 * k, 2 * k + 1) for k in range(n_pairs)]
    moves += [(u, l) for l, u in moves]
    for p, q in moves:
        for r, s in moves:
            ham = ham + 0.5 * g / n_pairs * ann[p].T @ ann[r].T @ ann[s] @ ann[q]
    keep = np.ones(2**n_modes, dtype=bool)
    for k in range(n_pairs):
        occ = sum(np.diag(ann[p].T @ ann[p]) for p in (2 * k, 2 * k + 1))
        keep &= np.abs(occ - 1) < 1e-12
    return np.linalg.eigvalsh(ham[np.ix_(keep, keep)])[0]


gap, g = 1.0, 0.5
assert abs(fock_space_energy(3, gap, g) - collective_energy(3, gap, g)) < 1e-11
model_omega = math.sqrt(gap**2 + 2 * gap * g)
model_ring = 0.5 * (model_omega - gap - g)
print(f"Pair model: gap {gap:.2f}, g {g:.2f} (units of the gap)")
print(f"  collective root {model_omega:.6f}, ring energy {model_ring:.6f}")
exact = {}
for n_pairs in (20, 160, 640):
    exact[n_pairs] = collective_energy(n_pairs, gap, g)
    print(f"  exact energy, {n_pairs} pairs: {exact[n_pairs]:.6f}")
ratio = (exact[160] - model_ring) / (exact[640] - model_ring)
extrapolated = (4 * exact[640] - exact[160]) / 3
assert 3.7 < ratio < 4.3
assert abs(extrapolated - model_ring) < 1e-5
print(f"  deviation ratio, 160 to 640 pairs: {ratio:.3f}")
print(f"  exact, extrapolated to infinite size: {extrapolated:.6f}")


# ---------- ring energies for molecular integrals ----------
def plasmon(delta, kmat, strength=1.0):
    root = np.sqrt(delta)
    msq = np.diag(delta**2) + 2 * strength * root[:, None] * kmat * root
    omega = np.sqrt(np.linalg.eigvalsh(msq))
    return 0.5 * (omega.sum() - delta.sum() - strength * np.trace(kmat))


oh_length, angle = 0.96, 104.5
half = math.radians(angle / 2)
hy, hz = oh_length * math.sin(half), oh_length * math.cos(half)
water = gto.M(atom=[["O", (0, 0, 0)], ["H", (0, hy, hz)], ["H", (0, -hy, hz)]],
              basis="cc-pvdz", unit="Angstrom", verbose=0)
mf = scf.RHF(water)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
n_occ = water.nelectron // 2
c_occ, c_vir = mf.mo_coeff[:, :n_occ], mf.mo_coeff[:, n_occ:]
n_vir = c_vir.shape[1]
iajb = ao2mo.general(water, (c_occ, c_vir, c_occ, c_vir), compact=False)
iajb = iajb.reshape(n_occ, n_vir, n_occ, n_vir)
gaps = (mf.mo_energy[None, n_occ:] - mf.mo_energy[:n_occ, None]).ravel()
n_space = n_occ * n_vir
k_space = iajb.reshape(n_space, n_space)
delta = np.tile(gaps, 2)                      # both spins
kmat = np.kron(np.ones((2, 2)), k_space)
assert delta.min() > 0
assert np.linalg.eigvalsh(kmat)[0] > -1e-9

# roots from the full RPA matrix
a_mat = np.diag(delta) + kmat
rpa = np.block([[a_mat, kmat], [-kmat, -a_mat]])
roots = np.linalg.eigvals(rpa)
assert np.max(np.abs(roots.imag)) < 1e-6
positive = np.sort(roots.real[roots.real > 0])
assert len(positive) == len(delta)
e_plasmon = 0.5 * (positive.sum() - np.trace(a_mat))
assert abs(e_plasmon - plasmon(delta, kmat)) < 1e-8

# ring diagrams by quadrature over imaginary frequency
nodes, node_weights = np.polynomial.legendre.leggauss(100)
freq = (1 + nodes) / (1 - nodes)
freq_weights = 2 * node_weights / (1 - nodes)**2
bubble_eigs = []
for w in freq:
    root_p = np.sqrt(2 * delta / (delta**2 + w**2))
    bubble_eigs.append(np.linalg.eigvalsh(root_p[:, None] * kmat * root_p))
bubble_eigs = np.array(bubble_eigs)


def ring_order(n, strength=1.0):
    trace = np.sum((strength * bubble_eigs)**n, axis=1)
    return (-1)**(n + 1) / (2 * math.pi * n) * np.dot(freq_weights, trace)


def ring_log(strength=1.0):
    y = strength * bubble_eigs
    return np.dot(freq_weights, np.sum(np.log1p(y) - y, axis=1)) / (2 * math.pi)


e_log = ring_log()
assert abs(e_log - e_plasmon) < 1e-7

# second order: curvature of the plasmon formula, ring integral, MP2 sum
def even_part(h):
    return (plasmon(delta, kmat, h) + plasmon(delta, kmat, -h)) / (2 * h**2)


e2_curvature = (4 * even_part(0.01) - even_part(0.02)) / 3
e2_direct = -0.5 * np.sum(kmat**2 / (delta[:, None] + delta))
denominator = (gaps[:, None] + gaps).reshape(iajb.shape)
e2_exchange = np.sum(iajb * iajb.transpose(0, 3, 2, 1) / denominator)
e_mp2 = float(mp.MP2(mf).kernel()[0])
assert abs(e2_curvature - e2_direct) < 1e-6
assert abs(ring_order(2) - e2_direct) < 1e-8
assert abs(-2 * np.sum(iajb**2 / denominator) - e2_direct) < 1e-10
assert abs(e2_direct + e2_exchange - e_mp2) < 1e-8
assert e2_direct < e_plasmon < 0

# convergence of the order-by-order series
inv_root = 1 / np.sqrt(delta)
x_max = np.linalg.eigvalsh(2 * inv_root[:, None] * kmat * inv_root)[-1]
inside, outside = 0.5 / x_max, 1.5 / x_max
inside_sum = sum(ring_order(n, inside) for n in range(2, 41))
assert abs(inside_sum - plasmon(delta, kmat, inside)) < 1e-8
growth = abs(ring_order(60, outside) / ring_order(30, outside))
assert growth > 10
assert abs(ring_log(outside) - plasmon(delta, kmat, outside)) < 1e-7

print(f"Water, RHF/cc-pVDZ, O-H {oh_length:.2f} angstrom, angle {angle:.1f} deg")
print(f"  occupied {n_occ}, virtual {n_vir} spatial orbitals")
print(f"  spin-orbital particle-hole pairs: {len(delta)}")
print(f"  Hartree-Fock energy: {mf.e_tot:.6f} hartree")
print(f"  smallest orbital gap: {delta.min():.6f} hartree")
print(f"  half sum of RPA roots: {0.5 * positive.sum():.6f} hartree")
print(f"  half trace of A: {0.5 * np.trace(a_mat):.6f} hartree")
print(f"  plasmon formula: {e_plasmon:.6f} hartree")
print(f"  plasmon formula: {e_plasmon * HARTREE_EV:.4f} eV")
print(f"  frequency integral of logarithm: {e_log:.6f} hartree")
print(f"  second order from plasmon curvature: {e2_curvature:.6f} hartree")
print(f"  direct MP2: {e2_direct:.6f} hartree")
print(f"  direct MP2: {e2_direct * HARTREE_EV:.4f} eV")
print(f"  exchange MP2: {e2_exchange:.6f} hartree")
print(f"  full MP2 from PySCF: {e_mp2:.6f} hartree")
print(f"  convergence parameter x: {x_max:.6f}")
print(f"  critical strength 1/x: {1 / x_max:.6f}")
print(f"  at 1.5/x, size of order 60 over order 30: {growth:.3e}")
print("  ring order, term, partial sum (hartree)")
partial = 0.0
for n in range(2, 9):
    term = ring_order(n)
    partial += term
    print(f"    {n}  {term:.6f}  {partial:.6f}")

# ---------- one electron: false correlation energy of the rings ----------
atom = gto.M(atom="H 0 0 0", basis="cc-pvdz", spin=1, verbose=0)
uhf = scf.uhf.UHF(atom)
uhf.conv_tol = 1e-12
uhf.kernel()
assert uhf.converged
c_up, e_up = uhf.mo_coeff[0], uhf.mo_energy[0]
k_atom = ao2mo.general(atom, (c_up[:, :1], c_up[:, 1:]) * 2, compact=False)
delta_atom = e_up[1:] - e_up[0]
k_atom = k_atom.reshape(len(delta_atom), len(delta_atom))
e_atom = plasmon(delta_atom, k_atom)
e2_atom = -0.5 * np.sum(k_atom**2 / (delta_atom[:, None] + delta_atom))
assert e_atom < -1e-3
print("Hydrogen atom, UHF/cc-pVDZ, true correlation energy zero")
print(f"  ring energy: {e_atom:.6f} hartree")
print(f"  direct second order: {e2_atom:.6f} hartree")

print("finished without a failed check")
```

It prints:

```
Ring counting: lines, number of rings, weight
  2  2  0.250000
  3  8  0.166667
  4  48  0.125000
  5  384  0.100000
Pair model: gap 1.00, g 0.50 (units of the gap)
  collective root 1.414214, ring energy -0.042893
  exact energy, 20 pairs: -0.041849
  exact energy, 160 pairs: -0.042765
  exact energy, 640 pairs: -0.042861
  deviation ratio, 160 to 640 pairs: 4.006
  exact, extrapolated to infinite size: -0.042893
Water, RHF/cc-pVDZ, O-H 0.96 angstrom, angle 104.5 deg
  occupied 5, virtual 19 spatial orbitals
  spin-orbital particle-hole pairs: 190
  Hartree-Fock energy: -76.026654 hartree
  smallest orbital gap: 0.678056 hartree
  half sum of RPA roots: 638.256735 hartree
  half trace of A: 638.488148 hartree
  plasmon formula: -0.231412 hartree
  plasmon formula: -6.2971 eV
  frequency integral of logarithm: -0.231412 hartree
  second order from plasmon curvature: -0.305208 hartree
  direct MP2: -0.305208 hartree
  direct MP2: -8.3051 eV
  exchange MP2: 0.101053 hartree
  full MP2 from PySCF: -0.204155 hartree
  convergence parameter x: 1.215039
  critical strength 1/x: 0.823019
  at 1.5/x, size of order 60 over order 30: 6.683e+04
  ring order, term, partial sum (hartree)
    2  -0.305208  -0.305208
    3  0.115944  -0.189263
    4  -0.073591  -0.262855
    5  0.058250  -0.204604
    6  -0.051438  -0.256043
    7  0.048345  -0.207698
    8  -0.047299  -0.254996
Hydrogen atom, UHF/cc-pVDZ, true correlation energy zero
  ring energy: -0.009613 hartree
  direct second order: -0.010422 hartree
finished without a failed check
```
